# Wigner Tunnelling Correction for a Proton Transfer in Silicon Nitride Etching

## Problem

Silicon nitride is etched in hot phosphoric acid. Suppose that one step of the etch is the transfer of a proton at a protonated Si–N–Si bridge. The reaction coordinate has an assumed imaginary frequency of magnitude $\nu=1200\ \mathrm{cm^{-1}}$ at the barrier top, and the bath is at 160 °C.

(a) Derive the thermally averaged tunnelling factor of a parabolic barrier, and obtain from it the Wigner correction.

(b) Evaluate the Wigner correction and show that it raises the classical rate of this step by about two thirds.

(c) Decide whether two thirds is also a good estimate of the full tunnelling enhancement, first for the parabola and then for a barrier of finite height 0.80 eV.

(d) Find what the correction does to the step rate, to its apparent activation energy, and to the etch rate and selectivity.

Treat the motion as one-dimensional and separable from all other motions, with the reactants in thermal equilibrium.

## Solution

### (a) From transmission to the Wigner factor

**The thermal average.** Let $m$ be the effective mass, $q$ the reaction coordinate measured from the barrier top, $V_0$ the barrier height and $\omega=2\pi c\nu$. Near the top the potential is $V_0-m\omega^2q^2/2$.

A momentum interval $dp_q$ holds $dp_q/h$ states per unit length. These move at speed $dE/dp_q$, so the flux arriving in the energy interval $dE$ is $dE/h$ times the thermal occupation, which is proportional to $e^{-E/k_BT}$. A fraction $P(E)$ crosses. A classical particle crosses if $E>V_0$ and is otherwise reflected. The ratio of the quantum to the classical rate is therefore

$$
\kappa=\frac{\int P(E)\,e^{-E/k_BT}\,dE}{\int_{V_0}^{\infty}e^{-E/k_BT}\,dE}
=\frac{1}{k_BT}\int P(E)\,e^{-(E-V_0)/k_BT}\,dE ,
$$

because the denominator equals $k_BT\,e^{-V_0/k_BT}$. Both rates are divided by the same reactant partition function and carry the same factors for the separable transverse motions, so these cancel. "Classical" therefore refers only to the crossing of the barrier: the zero-point energy of the bound proton is counted in the activation free energy and is not part of $\kappa$. With

$$
\varepsilon=\frac{E-V_0}{\hbar\omega},\qquad u=\frac{\hbar\omega}{k_BT}=\frac{hc\nu}{k_BT},
$$

this becomes

$$
\kappa=u\int P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .
$$

**The transmission probability.** Measure length in units of $\sqrt{\hbar/m\omega}$ and momentum in units of $\sqrt{m\hbar\omega}$. Then $[x,p]=i$, and the energy relative to the top, in units of $\hbar\omega$, is $H=(p^2-x^2)/2$. Define

$$
a=\frac{x+p}{\sqrt2},\qquad b=\frac{p-x}{\sqrt2}.
$$

Their commutator is $[a,b]=\tfrac12([x,p]-[p,x])=i$. The two products are

$$
ab=\tfrac12(xp-x^2+p^2-px),\qquad ba=\tfrac12(px+p^2-x^2-xp).
$$

The mixed terms cancel in the sum, so $H=(ab+ba)/2$.

Classically $H=ab$. In the time $\tau=\omega t$ this gives $da/d\tau=a$ and $db/d\tau=-b$. At early times $b$ dominates, with $x\approx-b/\sqrt2$ and $p\approx b/\sqrt2$, so $b>0$ describes a particle arriving from the left. At late times $a$ dominates, with $x\approx p\approx a/\sqrt2$. Thus $a>0$ means transmitted and $a<0$ means reflected.

In the $b$ representation $a=i\,d/db$. Since $ab=ba+i$, we have $H=ba+i/2$, and the eigenvalue equation is

$$
i\left(b\frac{d\phi}{db}+\frac{\phi}{2}\right)=\varepsilon\phi .
$$

The solution incoming from the left is $\phi=b^{-1/2-i\varepsilon}$ for $b>0$ and zero for $b<0$. To find the outgoing parts, transform to $a$. Put $s=\tfrac12-i\varepsilon$ and include a convergence factor $e^{-\eta b}$ with $\eta\to0^+$:

$$
\psi(a)=\frac1{\sqrt{2\pi}}\int_0^\infty b^{s-1}e^{iab-\eta b}\,db
=\frac{\Gamma(s)}{\sqrt{2\pi}}(\eta-ia)^{-s}.
$$

For $a>0$ the phase of $\eta-ia$ tends to $-\pi/2$, so $(\eta-ia)^{-s}\to|a|^{-s}e^{i\pi s/2}$. The last factor has modulus $e^{\pi\varepsilon/2}$. For $a<0$ the phase is $+\pi/2$ and the modulus is $e^{-\pi\varepsilon/2}$. The remaining factors have the same modulus on both sides. The outgoing flux is $|a||\psi|^2$, because $|da/d\tau|=|a|$. The ratio of transmitted to reflected flux is therefore $P/R=e^{2\pi\varepsilon}$. Flux conservation, $P+R=1$, gives

$$
P(\varepsilon)=\frac{1}{1+e^{-2\pi\varepsilon}} .
$$

At the barrier top $P=1/2$. Half a quantum below it, direct integration of the wave equation and this formula both give $P=0.0414$.

**The integral.** Extend the lower limit to $-\infty$; the error is estimated in part (c). Let $y=e^{2\pi\varepsilon}$ and $\sigma=u/2\pi$. Then $d\varepsilon=dy/(2\pi y)$, $e^{-u\varepsilon}=y^{-\sigma}$ and $P=y/(1+y)$, so

$$
\kappa_{\rm par}=\sigma I,\qquad I=\int_0^\infty\frac{y^{-\sigma}}{1+y}\,dy .
$$

For $0<\sigma<1$, close a contour around the positive real axis. The large and small circles contribute nothing in the limit. The value below the axis differs from that above it by the factor $e^{-2\pi i\sigma}$, and the pole at $y=e^{i\pi}$ has residue $e^{-i\pi\sigma}$. Hence

$$
(1-e^{-2\pi i\sigma})I=2\pi i\,e^{-i\pi\sigma}
\quad\Longrightarrow\quad I=\frac{\pi}{\sin\pi\sigma}.
$$

Since $\pi\sigma=u/2$,

$$
\kappa_{\rm par}=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
$$

**The expansion.** Write $z=u/2$ and use $\sin z=z(1-z^2/6+z^4/120-\dots)$. Inverting the bracket gives

$$
\frac{z}{\sin z}=1+\frac{z^2}{6}+\left(\frac1{36}-\frac1{120}\right)z^4+\dots
=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
$$

The Wigner factor keeps the first correction:

$$
\kappa_W=1+\frac{u^2}{24}.
$$

It tends to one as $u\to0$, the classical limit. It includes both tunnelling below the top and quantum reflection above it. The gain outweighs the loss because the lower energies carry the larger Boltzmann weight.

### (b) The value at 160 °C

The temperature is 433.15 K, for which $k_BT/hc=301.05\ \mathrm{cm^{-1}}$. Therefore

$$
u=\frac{1200}{301.05}=3.986,\qquad
\kappa_W=1+\frac{15.888}{24}=1.662 .
$$

The Wigner correction raises the classical rate by 66%, or about two thirds, as was to be shown.

### (c) Is two thirds the full enhancement?

The expansion was made for small $u$, but here $u$ is nearly 4. The next term is $7u^4/5760=0.307$, almost half of the first correction. The full parabolic factor is

$$
\kappa_{\rm par}=\frac{1.993}{\sin(1.993)}=2.18 .
$$

Within the parabolic model, tunnelling thus raises the rate by 118%, not 66%. The Wigner factor is 24% below the parabolic one. The sign of this error follows from the product form of the sine,

$$
\kappa_{\rm par}=\prod_{n=1}^{\infty}\left(1-\frac{u^2}{4\pi^2n^2}\right)^{-1}.
$$

Each factor expands in positive powers of $u^2$ with positive coefficients. Truncating the series after $u^2$ therefore gives too small a factor for $0<u<2\pi$.

At half the frequency, $600\ \mathrm{cm^{-1}}$, and the same temperature, the Wigner and parabolic factors are 1.166 and 1.187. There the short formula is only about 2% below the parabolic one.

The parabolic formula has its own limit. Far below the top $P\approx e^{2\pi\varepsilon}$, so the integrand behaves as $e^{(2\pi-u)\varepsilon}$. It decays downwards only if $u<2\pi$, that is, if

$$
T>\frac{hc\nu}{2\pi k_B}=274.8\ \mathrm K .
$$

The bath is well above this temperature. The divergence below it belongs to a parabola that extends down without end; a real barrier has a bottom.

For $V_0=0.80$ eV the bottom lies $5.377$ quanta $\hbar\omega$ below the top. The part of the parabolic integral beyond this depth is approximately

$$
u\int_{-\infty}^{-5.377}e^{(2\pi-u)\varepsilon}d\varepsilon
=\frac{3.986}{2.297}\,e^{-2.297\times5.377}\approx 7.5\times10^{-6},
$$

so extending the lower limit was harmless for a barrier this deep on both sides. For an uphill step the smaller reverse barrier sets the depth; at a depth of 0.15 eV the same integral is 0.17.

The shape of the barrier can still matter. Take $V=V_0\,\mathrm{sech}^2(q/L)$. Near the top it is $V_0(1-q^2/L^2)$, and matching the curvature requires $V_0/L^2=m\omega^2/2$, or

$$
L=\frac1\omega\sqrt{\frac{2V_0}{m}}=0.055\ \mathrm{nm}
$$

for the proton mass. (The numerical output calls this length $a$; it is unrelated to the coordinate $a$ of part (a).) Numerical integration of the Schrödinger equation for this barrier, followed by the thermal average, gives $\kappa=2.12$. This is 3% below the parabolic value, while the Wigner factor is 22% below it. For this barrier shape and these parameters, the truncation of the series is a much larger source of error than the use of an infinite parabola. Two thirds is the Wigner result; both fuller calculations give an increase of more than 100%. This holds for a symmetric barrier. An asymmetric Eckart barrier with the same forward height and curvature gives $\kappa=1.95$ for a reverse barrier of 0.20 eV and $1.73$ for 0.10 eV; in the last case the Wigner factor happens to lie closer than the parabolic one.

### (d) Consequences for the step and the etch

**Step rate.** Take 0.80 eV as the activation free energy of the classical step, so that the prefactor is $k_BT/h$. The barrier is then $21.43\,k_BT$, and

$$
k_{\rm cl}=\frac{k_BT}{h}e^{-21.43}=4.4\times10^3\ \mathrm{s^{-1}},\qquad
\kappa_Wk_{\rm cl}=7.4\times10^3\ \mathrm{s^{-1}}.
$$

At this one temperature, a classical barrier lower by $k_BT\ln\kappa_W=0.019$ eV would have the same effect. A small error in a calculated barrier can therefore hide or imitate the Wigner correction. For the full parabolic factor the equivalent lowering is 0.029 eV.

**Activation energy.** The slope of an Arrhenius plot changes by a different amount. With $E_a=k_BT^2\,d\ln k/dT$ and $u\propto1/T$,

$$
\Delta E_a=k_BT\,\frac{d\ln\kappa_W}{d\ln T}
=-k_BT\,\frac{u^2/12}{1+u^2/24}.
$$

Here $k_BT=0.80/21.43=0.0373$ eV, so $\Delta E_a=-0.0373\times1.324/1.662=-0.030$ eV. This is the Wigner value. The full parabolic factor gives

$$
\Delta E_a=-k_BT\left(1-\frac u2\cot\frac u2\right)=-0.071\ \mathrm{eV},
$$

more than twice as much, so the short formula is even less reliable for the slope than for the rate. The Wigner factor itself changes slowly with bath temperature, from 1.69 at 150 °C to 1.63 at 170 °C with the frequency held fixed.

**Etch rate.** The gain passes in full to the etch rate if this step alone controls it. Consider instead an irreversible cycle of two steps in series, each taking half of the cycle time before the correction. The correction shortens the first half by the factor $1/\kappa_W$ and leaves the second unchanged, so the etch rate is multiplied by

$$
\frac{1}{0.5+0.5/1.662}=1.25 .
$$

A gain of two thirds in the step has become a gain of one quarter in the etch.

**Selectivity.** Nitride-to-oxide selectivity is the ratio of the two etch rates. It is multiplied by the nitride enhancement divided by the oxide enhancement. With the Wigner factor for the proton transfer, it rises by two thirds if this step fully controls the nitride etch and tunnelling leaves the oxide rate unchanged. If both rates are enhanced equally, the selectivity does not change.

**Friction from the liquid.** Moving ions and solvent can turn a proton back after it has passed the top. Model this classically by $\ddot q=\omega^2q-\gamma\dot q+\xi(t)$, where $\xi$ is white thermal noise with $\langle\xi(t)\xi(t')\rangle=(2\gamma k_BT/m)\,\delta(t-t')$. Let $\lambda$ be the positive root of $\lambda^2+\gamma\lambda=\omega^2$. The combination $S=\dot q+(\lambda+\gamma)q$ then obeys $\dot S=\lambda S+\xi$. A proton starting at the top with velocity $v$ ends on the side given by the sign of $v+G$, where

$$
G=\int_0^\infty e^{-\lambda t}\xi(t)\,dt,\qquad \langle G^2\rangle=\frac{\gamma k_BT}{m\lambda}.
$$

The classical rate is proportional to the net flux through the top carried by protons that end on the right, $\langle v\,\theta(v+G)\rangle$. Passages with $v<0$ count negatively, which cancels repeated crossings. Let $w=v+G$. Since $v$ is independent of $G$ and has variance $k_BT/m$, the mean of $v$ at fixed $w$ is $w\langle v^2\rangle/\langle w^2\rangle$, and for a Gaussian variable $\langle w\,\theta(w)\rangle=\sqrt{\langle w^2\rangle/2\pi}$. The flux is therefore multiplied by $\sqrt{\langle v^2\rangle/\langle w^2\rangle}$, that is, by

$$
\frac{\langle v\,\theta(v+G)\rangle}{\langle v\,\theta(v)\rangle}
=\frac1{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega}
=\sqrt{1+\frac{\gamma^2}{4\omega^2}}-\frac{\gamma}{2\omega}.
$$

Here $\theta$ is the unit step function. For an assumed $\gamma=0.2\,\omega$ the factor is 0.905, a loss of about 10%. White noise overstates this loss, because the barrier is left in a time $1/\omega\approx4$ fs, short compared with most solvent motion. If the friction has an exponential memory time $\tau_c$, $\gamma$ in the equation for $\lambda$ becomes $\gamma/(1+\lambda\tau_c)$, and for the same static $\gamma$ the factor $\lambda/\omega$ is 0.98 at $\tau_c=20$ fs and 0.99 at 50 fs. Friction also alters the tunnelling itself, which this classical estimate does not describe.

**Comparison with a real bath.** A temperature near 160 °C is typical of nitride etching in phosphoric acid. The frequency and barrier are assumed round values, not calculated properties of the surface. The real etch removes, very roughly, a few nanometres per minute, which is less than one atomic layer per second. The model step, at thousands of events per second, is far faster. With these parameters, either another step limits the etch, and tunnelling here would hardly change its rate, or only a small fraction of the bridges is ready to react at any moment. In the second case the enhancement could still appear in full.

A real proton also moves in a fluctuating hydrogen-bonded liquid, so a single fixed frequency and a separable coordinate are idealizations. If the frequency lay between 1000 and 1400 $\mathrm{cm^{-1}}$ at 160 °C, the Wigner increase would range from 46% to 90%, and the parabolic factor from 1.67 to 3.19. The parabola is less reliable at the upper end: at 1400 $\mathrm{cm^{-1}}$ the $\mathrm{sech}^2$ barrier of height 0.80 eV gives 2.87. The effect of coupling to other coordinates is not sized here; it needs a many-dimensional calculation. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 433.15 K
assumed imaginary wavenumber: 1200 cm^-1
thermal energy kT/(hc): 301.05 cm^-1
u = h c nu/(kT): 3.9860 (no unit)
u^2: 15.888 (no unit)
Wigner term u^2/24: 0.6620 (no unit)
Wigner factor: 1.6620 (no unit)
rate increase, Wigner: 66.2 percent
next series term 7u^4/5760: 0.3068 (no unit)
parabolic factor, formula: 2.1848 (no unit)
parabolic factor, quadrature: 2.1848 (no unit)
small-u coefficient times 24: 1.0012 (no unit)
parabola P at -0.5 hbar*omega: wave equation 0.0414, formula 0.0414
parabola P at +0.0 hbar*omega: wave equation 0.5000, formula 0.5000
parabola P at +0.4 hbar*omega: wave equation 0.9251, formula 0.9251
divergence temperature of parabola: 274.8 K
assumed barrier: 0.80 eV
barrier over hbar*omega: 5.377 (no unit)
barrier over kT: 21.43 (no unit)
sech^2 length a, proton mass: 0.0548 nm
sech^2 barrier factor: 2.120 (no unit)
Wigner over sech^2 factor: 0.784 (no unit)
step rate without tunnelling: 4.439e+03 s^-1
step rate with Wigner factor: 7.378e+03 s^-1
equivalent barrier lowering: 0.0190 eV
at 600 cm^-1, 160 C: Wigner 1.166, parabolic 1.187
at 1000 cm^-1, 160 C: Wigner 1.460, parabolic 1.668
at 1400 cm^-1, 160 C: Wigner 1.901, parabolic 3.191
at 1200 cm^-1, 150 C: Wigner 1.694, parabolic 2.287
at 1200 cm^-1, 170 C: Wigner 1.632, parabolic 2.095
assumed friction over omega: 0.2 (no unit)
classical recrossing factor: 0.905 (no unit)
etch-rate factor at half rate control: 1.249 (no unit)
```
